# Why an excitonic insulator is not automatically a neutral superfluid

**Q.** An excitonic insulator is a condensate of bound electron–hole pairs. The pairs are neutral and the condensate has a phase $\varphi$ that can take any value. So it is a neutral superfluid, with a gapless phase mode and lossless flow of excitons. Charge conservation guarantees all this, doesn't it?

**A.** Let us see what charge conservation does to $\varphi$. Write $c$ and $v$ for electron operators of the conduction and valence bands. The order parameter is $b=\langle v^\dagger c\rangle=|b|e^{i\varphi}$. Charge conservation is symmetry under $c\to e^{i\theta}c$, $v\to e^{i\theta}v$. The two factors cancel in $v^\dagger c$, so $\varphi$ does not move. Up to such a charge rotation, shifting $\varphi$ by $\alpha$ means opposite rotations, $c\to e^{i\alpha/2}c$ and $v\to e^{-i\alpha/2}v$. That is a symmetry if $N_c-N_v$ is conserved. Together with charge, this means that $N_c$ and $N_v$ are conserved separately.

**Q.** The Coulomb attraction between an electron and a hole does conserve them. What would break the conservation?

**A.** The Coulomb interaction also has matrix elements that move two electrons from the valence to the conduction band, or back. A one-body term can mix the bands too. Here is a model in which we can follow what such terms do to the phase.

Take a chain with band energies $\pm\xi_k$, $\xi_k=D-2t\cos k$, $D>2t$, and the lattice constant as unit of length. There are $M$ equivalent flavours, one electron per site and flavour, and zero temperature. With $B_j=\sum_a v^\dagger_{ja}c_{ja}$, each site has the interaction

$$-\frac UM B^\dagger B-\frac W{2M}\left(B^\dagger B^\dagger+BB\right)-h\left(B+B^\dagger\right).$$

Here $U>0$ is the attraction, $W$ the pair transfer and $h$ the hybridization. $U$ leaves $N_c$ unchanged, $W$ changes it by $\pm2$ and $h$ by $\pm1$. All three conserve $N_c+N_v$. We keep the condensing channel alone and let $M\to\infty$ at fixed chain length, so that fluctuations of $B/M$ vanish and mean-field theory applies. A chain with few flavours is outside this treatment.

**Q.** Then what does the energy say about the phase?

**A.** Replace $B$ by $Mb$. Per site and flavour, as for every density below, the interaction energy is

$$-U|b|^2-\frac W2\left(b^2+b^{*2}\right)-h(b+b^*).$$

Since $b^2+b^{*2}=2|b|^2\cos2\varphi$ and $b+b^*=2|b|\cos\varphi$, the phase-dependent part is

$$e(\varphi)=-W|b|^2\cos2\varphi-2h|b|\cos\varphi .$$

With $W=h=0$ the phase is free. $W>0$ alone selects $0$ or $\pi$, $W<0$ alone selects $\pm\pi/2$, and $h>0$ alone selects $0$. At $\varphi=0$ the curvature is

$$K=e''(0)=4W|b|^2+2h|b| .$$

**Q.** You assumed that $b$ exists. Does the condensation itself survive?

**A.** Differentiate the interaction energy with respect to $b^*=\langle c^\dagger v\rangle$. This gives the coefficient of $c^\dagger v$ in the mean-field Hamiltonian, which we call $-\Delta$:

$$\Delta=Ub+Wb^*+h,\qquad H_k=\begin{pmatrix}\xi_k&-\Delta\\-\Delta^*&-\xi_k\end{pmatrix}.$$

The eigenvalues are $\pm E_k$ with $E_k=\sqrt{\xi_k^2+|\Delta|^2}$. The lower band is filled, and its projector is $(1-H_k/E_k)/2$. The off-diagonal element gives $\langle v_k^\dagger c_k\rangle=\Delta/2E_k$. Write $\langle\cdots\rangle_k$ for a momentum average and $I_0=\langle1/2E\rangle_k$, so $b=\Delta I_0$. For real $\Delta>0$, inserting this into the definition of $\Delta$ and dividing by $\Delta$ gives

$$1=\frac h\Delta+(U+W)I_0 .$$

If $h=0$, $I_0$ is largest at $\Delta\to0$, where $I_0=\langle1/2\xi\rangle_k=1/(2\sqrt{D^2-4t^2})$. A real solution therefore needs $U+W>2\sqrt{D^2-4t^2}$; for $W<0$ the order is imaginary and $U+|W|$ takes the place of $U+W$. With $W>0$ there is still a transition, but the broken symmetry is a choice between two phases, not a continuous one. If $h>0$, the right side falls from infinity to zero as $\Delta$ grows, so there is a solution at any $U$. The hybridization induces $b$, and for $W\ge0$ no sharp onset remains. (A sufficiently negative $W$ can still turn the phase away from $0$ at a sharp threshold, where $K$ changes sign.)

**Q.** A preferred phase is one thing. Does the exciton number really leak?

**A.** The mean-field equations of motion are $i\hbar\dot c=\xi c-\Delta v$ and $i\hbar\dot v=-\xi v-\Delta^*c$. Let $n=\langle c^\dagger c\rangle$, averaged over $k$, be the exciton density. In $i\hbar\,d(c^\dagger c)/dt$ the $\xi$ terms cancel, leaving $-\Delta c^\dagger v+\Delta^*v^\dagger c$. Its average is $-\Delta b^*+\Delta^*b=-2i\,\mathrm{Im}(\Delta b^*)$. Hence

$$\hbar\dot n=-2\,\mathrm{Im}\left(U|b|^2+Wb^{*2}+hb^*\right)=2W|b|^2\sin2\varphi+2h|b|\sin\varphi=\frac{\partial e}{\partial\varphi}.$$

The $U$ term drops out because it is real. The torque that pins the phase is the rate at which excitons are created or destroyed.

**Q.** Could the phase mode still be gapless, perhaps by mixing with the amplitude?

**A.** We can include that mixing. Let $s_k=\langle v_k^\dagger c_k\rangle$ and $z_k=\langle c_k^\dagger c_k-v_k^\dagger v_k\rangle$. The equations of motion give

$$i\hbar\dot s_k=2\xi_ks_k+\Delta z_k .$$

In equilibrium $s=\Delta/2E$ and $z=-\xi/E$, and the right side vanishes. Now disturb the state uniformly: $\delta s=x+iy$, $\delta z=\zeta$, $\delta\Delta=p+ir$. The definition of $\Delta$ gives $p=(U+W)\langle x\rangle_k$ and $r=(U-W)\langle y\rangle_k$.

Each $k$ stays in a pure state, so $4|s|^2+z^2=1$. To first order this reads $4\Delta x/E-2\xi\zeta/E=0$, or $\zeta=2\Delta x/\xi$. Then $2\xi x+\Delta\zeta=2E^2x/\xi$. For time dependence $e^{-i\omega t}$ with $\Omega=\hbar\omega$, the real and imaginary parts of the linearized equation are

$$i\Omega y=\frac{2E^2}{\xi}x-\frac\xi Ep,\qquad -i\Omega x=2\xi y-\frac\xi Er .$$

The second gives $y=r/2E-i\Omega x/2\xi$. Put this into the first and multiply by $2\xi$:

$$(4E^2-\Omega^2)x=\frac{2\xi^2}{E}p+\frac{i\Omega\xi}{E}r .$$

Putting this $x$ back into $y$ gives

$$(4E^2-\Omega^2)y=2E\,r-\frac{i\Omega\xi}{E}p .$$

Average over $k$, with

$$A=\left\langle\frac1{2E(4E^2-\Omega^2)}\right\rangle_k,\qquad C=\left\langle\frac{\xi}{E(4E^2-\Omega^2)}\right\rangle_k .$$

The coefficient of $p$ in $\langle x\rangle_k$ is $I_0-(4\Delta^2-\Omega^2)A$, because $4E^2-\Omega^2-4\xi^2=4\Delta^2-\Omega^2$. The coefficient of $r$ in $\langle y\rangle_k$ is $I_0+\Omega^2A$. The gap equation supplies $1-(U+W)I_0=h/\Delta$ and $1-(U-W)I_0=h/\Delta+2WI_0$. So

$$\left[\frac h\Delta+(U+W)(4\Delta^2-\Omega^2)A\right]\langle x\rangle_k=i\Omega C(U-W)\langle y\rangle_k,$$

$$\left[\frac h\Delta+2WI_0-(U-W)\Omega^2A\right]\langle y\rangle_k=-i\Omega C(U+W)\langle x\rangle_k .$$

A nonzero solution requires the product of the brackets to equal $(U^2-W^2)\Omega^2C^2$. If $W=h=0$, the second bracket and this product both vanish at $\Omega=0$: the mode is gapless. If $W,h\ge0$ and they are not both zero, both brackets are positive at $\Omega=0$, so zero is no longer a root. Mixing with the amplitude does not save the gapless mode.

**Q.** How large is the gap when the extra terms are weak?

**A.** Keep leading order in $W$, $h$ and $\Omega^2$, and let $A_0,C_0$ be the values of $A,C$ at $\Omega=0$. The first bracket becomes $4U\Delta^2A_0$. Dividing the mode equation by it gives

$$\frac h\Delta+2WI_0=U\Omega^2\left[A_0+\frac{C_0^2}{4\Delta^2A_0}\right].$$

Multiply by $2b\Delta$. With $b=\Delta I_0$ the left side becomes $2hb+4Wb^2=K$. On the right, $Ub\simeq\Delta$ at this order. Thus

$$\Omega_0^2\simeq\frac K\kappa,\qquad \kappa=2\Delta^2A_0+\frac{C_0^2}{2A_0}.$$

Here $\kappa$ is the exciton compressibility $\partial n/\partial\mu$ at $W=h=0$. To see this, note that an exciton chemical potential $\mu$ shifts $\xi$ by $-\mu/2$. The gap equation stays satisfied if $\langle(-\xi\mu/2+\Delta\,\delta\Delta)/E^3\rangle_k=0$. Since $\langle1/E^3\rangle_k=8A_0$ and $\langle\xi/E^3\rangle_k=4C_0$, we get $\delta\Delta=\mu C_0/(4\Delta A_0)$. Varying $n=\frac12\langle1-\xi/E\rangle_k$ then gives

$$\delta n=\mu\left\langle\frac{\Delta^2}{4E^3}\right\rangle_k+\frac\Delta2\left\langle\frac\xi{E^3}\right\rangle_k\delta\Delta=\kappa\mu .$$

**Q.** Please put in numbers. I would expect a tiny $W$ to do almost nothing.

**A.** Take round model parameters: $t=100$, $D=220$, $U=240$ and $W=1$ meV, with $h=0$. The threshold for $U+W$ is 183.3 meV, so the system is ordered. The gap equation gives $\Delta=33.104$ meV, and

$$b=\frac{33.104}{241}=0.1374,\qquad K=4(1)(0.1374)^2=0.0755\ \text{meV}.$$

The formula for $\kappa$, evaluated with this $\Delta$, gives $0.001461\ \text{meV}^{-1}$; at $W=0$ it gives $0.001467\ \text{meV}^{-1}$, a difference beyond leading order in $W$. Then

$$\Omega_0\simeq\sqrt{0.0755/0.001461}=7.19\ \text{meV}.$$

The full mode equation gives 7.18 meV, or 1.74 THz. Nonlinear time evolution after a small phase kick gives 7.17 meV.

So $W$ is about 0.4% of $U$, yet the phase gap is about 9% of the quasiparticle gap of 77.35 meV. The reason is the square root: $K\propto W$, so $\Omega_0\propto\sqrt W$ for weak pinning. For $W=0.01$, 0.1 and 1 meV the gaps are 0.711, 2.251 and 7.177 meV, a factor close to $\sqrt{10}$ at each step.

Hybridization acts more strongly here, since its curvature is linear in the small number $b$. With $W=0$, $h=0.5$ meV gives a gap of 9.94 meV. The same $h$ induces $b=0.045$ at $U=178.3$ meV, below the threshold.

**Q.** Might the gap be an artefact of mean-field theory?

**A.** We can compare with exact diagonalization of a single site with $M=800$ flavours, a constant $\xi=60$ meV and $U=240$ meV. For $W=h=0$, the flavour-symmetric state with $m$ excitons has $B^\dagger B=m(M-m+1)$. Its energy in meV is

$$120m-0.3\,m(801-m)=0.3m^2-120.3m .$$

The minimum lies at $m=200.5$, halfway between two integers. The states $m=200$ and $201$ are therefore degenerate, which is why the computed lowest gap is zero even at finite $M$. In general the neighbouring levels are spaced on the scale $U/M$, which vanishes for large $M$.

With $W=10$ meV the ground state is a doublet, corresponding to $\varphi=0$ and $\pi$. The exact gap above it is 61.8 meV; the mode equation gives 62.0 meV. With $h=5$ meV instead, both give 47.3 meV. For this site at large $M$, the gap is a property of the many-body spectrum. This checks the large-$M$ limit only: at $M=40$ the $W=10$ meV gap is 57.0 meV, and at $M=10$ the doublet is split by 13.6 meV.

**Q.** Suppose I accept the gap. Can a static phase gradient still carry excitons through the sample?

**A.** First we need the stiffness, at $W=h=0$. Let $b_j\propto e^{iqj}$. Shifting the momenta of $c$ and $v$ by $+q/2$ and $-q/2$ makes the order parameter uniform and changes the diagonal energies to $\xi_{k+q/2}$ and $-\xi_{k-q/2}$. To order $q^2$, their mean is $q\xi'/2$, which averages to zero over the filled band. Half their difference is $\xi+q^2\xi''/8$.

The mean-field energy is $\Delta^2/U-\langle E\rangle_k$: the first term corrects the double counting of the interaction. It is stationary in $\Delta$, so the change of $\Delta$ does not contribute at order $q^2$. The energy rises by

$$-\frac{q^2}8\left\langle\frac{\xi\xi''}{E}\right\rangle_k=\frac{q^2}8\left\langle\frac{\xi'^2\Delta^2}{E^3}\right\rangle_k=\frac12\rho q^2,\qquad \rho=\left\langle\frac{\xi'^2\Delta^2}{4E^3}\right\rangle_k .$$

The first equality is integration by parts, using $(\xi/E)'=\xi'\Delta^2/E^3$. The derivative of the energy with respect to $q$ is $\frac12\langle\xi'_{k+q/2}\,n_c+\xi'_{k-q/2}\,n_v\rangle_k$, with $n_c,n_v$ the band occupations. The band velocities are $+\xi'/\hbar$ and $-\xi'/\hbar$, so this is $\hbar(j_c^{\rm el}-j_v^{\rm el})/2$, half the difference of the two electron currents. That is the exciton current, because $n=(1+n_c-n_v)/2$. Hence $j=\rho q/\hbar$, or $\rho\varphi'/\hbar$ for a slowly varying phase.

Now restore weak pinning. The number equation gains the divergence of the current:

$$\hbar\dot n=-\rho\varphi''+\frac{\partial e}{\partial\varphi}.$$

In a static state with $h=0$ and $W>0$,

$$\rho\varphi''=2Wb^2\sin2\varphi=\frac K2\sin2\varphi .$$

For small $\varphi$ this is $\varphi''=\varphi/\ell^2$ with $\ell=\sqrt{\rho/K}$. A current injected at one end therefore decays as $e^{-x/\ell}$. The excitons are not scattered; pair transfer returns their electrons to the valence band.

**Q.** And if I inject harder?

**A.** Multiply the static equation by $\varphi'$ and integrate, with $\varphi\to0$ and $\varphi'\to0$ far away:

$$\frac\rho2\varphi'^2=\frac K2\sin^2\varphi,\qquad \hbar|j|=\rho|\varphi'|=\sqrt{K\rho}\,|\sin\varphi| .$$

Within this description, which keeps $|b|$ fixed and the gradients slow, no such static state exists above $j_c=\sqrt{K\rho}/\hbar$. The formula is a leading-order estimate for weak pinning. In a simulated phase chain with overdamped relaxation, the driven end settles below $\pi/2$ at $0.94j_c$. At $1.06j_c$ it runs past $\pi$, which means that the phase has started to slip into the next minimum.

In the example $\rho=3.375$ meV (lattice constant as unit), so

$$\ell=\sqrt{3.375/0.0755}=6.69\ \text{sites},\qquad \sqrt{K\rho}=\sqrt{0.0755\times3.375}=0.505\ \text{meV}.$$

Dividing by $\hbar$ gives $j_c=0.77$ excitons per picosecond and flavour. In a self-consistent microscopic $0\to\pi$ wall, where $|b|$ dips by about 3% at the centre, the peak of $\hbar j$ is 0.492 meV, about 2.5% below the estimate. Of a small injected current, $e^{-50/6.69}\approx6\times10^{-4}$ is left after 50 sites. The microscopic static response gives $\ell=6.76$ sites, about 1% longer than the gradient formula.

**Q.** Is there then no regime in which my picture works?

**A.** There is. An excess density $\delta n$ costs an energy $\delta n/\kappa$ per exciton, so the phase turns as $\hbar\dot\varphi=-\delta n/\kappa$. Combining this with the number equation, linearized in $\varphi$, gives

$$\Omega^2\simeq\frac{K+\rho q^2}{\kappa}$$

for weak pinning and small $q$. When $q\ell\gg1$, while $q$ is still small enough for the gradient expansion, the pinning term is a small correction and the mode looks like superfluid sound. Weak pinning can thus be hard to notice at short distances and high frequencies. If $K=0$ because both band numbers are conserved, as for two layers with neither tunnelling nor pair transfer between them, your picture holds at long wavelengths too.

**Q.** What if the bands have opposite parity? Then the hybridization is odd in $k$ and averages to zero.

**A.** It averages to zero at first order. Set $W=h=0$ and add $V\sin k$ to $\Delta$ in $H_k$. For $\Delta=|\Delta|e^{i\varphi}$,

$$E_k^2=\xi^2+|\Delta|^2+2|\Delta|V\sin k\cos\varphi+V^2\sin^2k .$$

Expand $-\langle E_k\rangle_k$ to order $V^2$, with $E$ now the value at $V=0$. The term linear in $V$ is odd in $k$ and vanishes. The term $V^2\sin^2k/2E$ does not depend on $\varphi$. The square of the linear term, from $\sqrt{E^2+u}\simeq E+u/2E-u^2/8E^3$, leaves

$$+P\cos^2\varphi,\qquad P=V^2|\Delta|^2\left\langle\frac{\sin^2k}{2E^3}\right\rangle_k .$$

The adjustment of $|\Delta|$ enters the energy at order $V^4$, because the energy is stationary in $|\Delta|$. The minima are at $\varphi=\pm\pi/2$, with curvature $2P$. Their position depends on the phase of the hybridization: a real $V\sin k$ is an imaginary hopping between sites, while real orbitals of opposite parity with real hopping give $iV\sin k$, which moves the minima to $0$ and $\pi$ with the same curvature. For $V=10$ meV, $P=0.0169$ meV and $\kappa=0.001467\ \text{meV}^{-1}$ give $\Omega\simeq\sqrt{2P/\kappa}=4.80$ meV. Microscopic linear response gives 4.76 meV.

**Q.** Could two pinning terms cancel each other?

**A.** Their curvatures can. From $K=4Wb^2+2hb=0$ we need $W=-h/2b$. With $h=2$ meV the self-consistent solution is $b=0.1443$ and $W=-6.93$ meV, and the mode energy at $q=0$ is zero there. But the phase is not free. At this point

$$e(\varphi)=hb\left(\tfrac12\cos2\varphi-2\cos\varphi\right)=hb\left(-\tfrac32+\tfrac14\varphi^4+\dots\right),$$

at fixed $|b|$. The amplitude also adjusts: at order $\varphi^2$, $\partial e/\partial|b|=(4Wb+h)\varphi^2=-h\varphi^2$, which lowers the energy by $h^2\varphi^4/2\Lambda$, where $\Lambda$ is the curvature of the total energy in $|b|$. This is second order in $h$, while $hb/4$ is first order. So for weak $h$ the energy still rises away from $\varphi=0$, as the fourth power. It takes tuning to reach this point, and the band numbers remain unconserved.

**Q.** So before I call an excitonic insulator a superfluid, I should ask whether each band keeps its own electron number.

**A.** Yes. If it does not, ask next how the curvature of the energy at its minimum in $\varphi$ compares with $\rho q^2$ at the length scale of your experiment. That curvature is $K$ for $W,h\ge0$, $4|W||b|^2$ for $W<0$ with $h=0$, and $2P$ for the odd hybridization. The rule is derived for a spinless, direct-gap model on a rigid lattice. In a real crystal a lattice distortion that mixes the bands also breaks the separate conservation. A spin-triplet condensate can keep gapless spin modes even when this phase is pinned. For an indirect gap with an incommensurate ordering vector, momentum conservation can forbid the pinning terms. None of these cases is treated here. The accompanying numerical calculation checks the mode equation, $\kappa$, $\rho$, the current, $\ell$, $j_c$, $P$ and the zero mode at the cancellation point; the quartic term there is derived but not tested.

## Numbers as computed

```
hopping t = 100 meV, band offset D = 220 meV
U = 240 meV, pair transfer W = 1.0 meV
bare band gap = 40.0 meV
threshold of U + W at h = 0: 183.30 meV
Delta at W = 0: 32.680 meV
Delta at W = 1 meV: 33.104 meV
order parameter b at W = 1 meV: 0.1374
quasiparticle gap: 77.35 meV
pinning curvature K = 0.0755 meV
compressibility kappa = 0.001461 1/meV
kappa at W = 0: formula 0.001467, numeric 0.001467 1/meV
stiffness rho: formula 3.375, numeric 3.368 meV site^2
hbar * phase speed at W = 0: 47.96 meV site
q = 0.03/site, W = 0: mode energy 1.4390 meV
q = 0.03/site, W = 1 meV: mode energy 7.3231 meV
phase gap, exact mode equation: 7.1767 meV
phase gap, sqrt(K/kappa): 7.1872 meV
phase gap, time evolution: 7.1720 meV
phase gap as frequency: 1.7353 THz
W = 0.01 meV: phase gap 0.7111 meV
W = 0.10 meV: phase gap 2.2506 meV
W = 1.00 meV: phase gap 7.1767 meV
h = 0.5 meV, W = 0: phase gap 9.9402 meV
induced b at U = 178.30 meV, h = 0.5 meV: 0.0451
pinning length: formula 6.687, response 6.756 sites
small current left after 50 sites: 5.659e-04
critical exciton current: 0.7667 per ps
odd hybridization V = 10 meV, W = h = 0
odd pinning P: formula 0.01687, numeric 0.01659 meV
odd phase gap: response 4.7628, estimate 4.7965 meV
soft point: h = 2.0 meV, W = -6.9324 meV
order parameter b at soft point: 0.1443
flat site: M = 800, xi = 60 meV, U = 240 meV
site, W = h = 0: lowest gap 0.0000 meV
site rotor bound 1/(2 M kappa): 0.3000 meV
site, W = 10 meV: exact gap 61.818 meV
site, W = 10 meV: mode equation 62.032 meV
site, h = 5 meV: exact gap 47.270 meV
site, h = 5 meV: mode equation 47.312 meV
```
